# ddCOSMO: Schwarz Iteration on Atomic Spheres, Its Cost and Adjoint Forces: verification in Python

```python
# ddCOSMO (Hartree atomic units). Cavity = union of balls (centres xs, radii rs), charges q at centres.
# W harmonic in the cavity, W = -Phi on its surface, E = f/2 sum q_j W(x_j), f = (eps-1)/eps.
# On ball j: W_j = sum 4pi/(2l+1) X_j^lm t^l Y_lm.  Linear system (D - A) X = g, E = f/2 Psi.X,
# D = 4pi/(2l+1), A_jk = sum_n w Y om_jk D t^l' Y', g_j = -sum_n w Y U Phi, Psi_j = sqrt(4pi) q_j (l=0).
# chi = switch of width eta, F = sum_k chi, om = chi/max(1,F), U = max(0,1-F).
# Under test: convergence to exact COSMO, block sparsity, iteration counts (bounded for chains,
# growing for compact clusters), and dE = f/2 S.(dg - dL X) with L^T S = Psi, L = D - A.
import numpy as np
from math import factorial, pi, sqrt
from scipy import sparse, constants
from scipy.spatial import cKDTree
from pyscf.solvent.ddcosmo import make_grids_one_sphere

def lebedev(order):
    s, w = make_grids_one_sphere(order)
    return np.array(s), np.array(w) * 4 * pi / np.sum(w)

def solid(v, L):
    # |v|^l Y_lm(v/|v|), real orthonormal, by polynomial recurrence (accepts complex v)
    x, y, z = v[:, 0], v[:, 1], v[:, 2]
    r2 = x * x + y * y + z * z
    out = np.empty(((L + 1) ** 2, len(v)), dtype=v.dtype)
    a, b, dfact = np.ones_like(x), np.zeros_like(x), 1.0
    for m in range(L + 1):
        if m > 0:
            a, b = x * a - y * b, x * b + y * a
            dfact *= 2 * m - 1
        p1 = p2 = 0.0
        for l in range(m, L + 1):
            if l == m:
                p = dfact * np.ones_like(x)
            else:
                p = ((2 * l - 1) * z * p1 - (l + m - 1) * r2 * p2) / (l - m)
            p2, p1 = p1, p
            nrm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
            if m == 0:
                out[l * l + l] = nrm * p
            else:
                out[l * l + l + m] = sqrt(2) * nrm * p * a
                out[l * l + l - m] = sqrt(2) * nrm * p * b
    return out

def switch(t, eta):
    u = np.clip(1 - t, 0, eta) / eta
    return u ** 3 * (6 * u * u - 15 * u + 10), -30 * u * u * (1 - u) ** 2 / eta

def build(xs, rs, L, grid, eta):
    s, w = grid
    M, nb, N = len(xs), (L + 1) ** 2, len(w)
    Y = solid(s, L)
    D = np.array([4 * pi / (2 * l + 1) for l in range(L + 1) for _ in range(2 * l + 1)])
    nbr = [[] for _ in range(M)]
    for i, k in cKDTree(xs).query_pairs(2 * rs.max()):
        if np.linalg.norm(xs[i] - xs[k]) < rs[i] + rs[k]:
            nbr[i].append(k); nbr[k].append(i)
    data, idx, ptr, loc = [], [], [0], []
    for j in range(M):
        ks = np.array(sorted(nbr[j]), dtype=int)
        y = xs[j] + rs[j] * s
        v = (y[None] - xs[ks][:, None]) / rs[ks][:, None, None]
        t = np.linalg.norm(v, axis=2)
        chi, dchi = switch(t, eta)
        F = chi.sum(axis=0)
        om = chi / np.maximum(1, F)
        if len(ks):
            R = solid(v.reshape(-1, 3), L).reshape(nb, len(ks), N)
            for a in range(len(ks)):
                data.append((Y * (w * om[a])) @ R[:, a].T * D)
        idx += list(ks); ptr.append(len(idx))
        loc.append(dict(ks=ks, y=y, v=v, t=t, dchi=dchi, F=F, om=om, U=np.maximum(0, 1 - F)))
    if data:
        A = sparse.bsr_matrix((np.array(data), np.array(idx), np.array(ptr)), shape=(M * nb, M * nb)).tocsr()
    else:
        A = sparse.csr_matrix((M * nb, M * nb))
    return dict(xs=xs, rs=rs, L=L, Y=Y, w=w, D=D, Dall=np.tile(D, M), A=A, loc=loc, nb=nb, nblk=len(idx) + M)

def rhs(sy, src, q):
    g = []
    for c in sy['loc']:
        ex = c['U'] > 0
        phi = (q / np.linalg.norm(c['y'][ex][:, None] - src[None], axis=2)).sum(axis=1)
        g.append(-sy['Y'][:, ex] @ (sy['w'][ex] * c['U'][ex] * phi))
    return np.concatenate(g)

def psi(sy, q):
    p = np.zeros((len(q), sy['nb'])); p[:, 0] = sqrt(4 * pi) * q
    return p.ravel()

def dense(sy):
    return np.diag(sy['Dall']) - sy['A'].toarray()

def jacobi(A, D, b, tol=1e-8):
    x = np.zeros_like(b)
    for it in range(1, 3000):
        xn = (b + A @ x) / D
        if np.abs(xn - x).max() < tol * np.abs(xn).max():
            return xn, it
        x = xn
    raise AssertionError("no convergence")

def gradient(sy, X, S, q):
    # derivative of S.(g - L X)/2 with respect to the centres at fixed X, S
    xs, rs, nb, L = sy['xs'], sy['rs'], sy['nb'], sy['L']
    X, S, G = X.reshape(-1, nb), S.reshape(-1, nb), np.zeros_like(xs)
    for j, c in enumerate(sy['loc']):
        xi, ex, ks = sy['w'] * (S[j] @ sy['Y']), c['F'] < 1, c['ks']
        dv = c['y'][ex][:, None] - xs[None]
        r = np.linalg.norm(dv, axis=2)
        phi = np.zeros(len(xi)); phi[ex] = (q / r).sum(axis=1)
        part = np.einsum('n,ni,nic->ic', xi[ex] * c['U'][ex], q / r ** 3, dv)
        G[j] += part.sum(axis=0); G -= part
        co, gW = sy['D'] * X[ks], []
        for a in range(3):   # complex step on a polynomial: exact gradient to rounding
            vc = c['v'].astype(complex); vc[..., a] += 1e-30j
            Wc = np.einsum('kb,bkn->kn', co, solid(vc.reshape(-1, 3), L).reshape(nb, len(ks), -1))
            gW.append(Wc.imag / 1e-30 / rs[ks][:, None])
        W, gW = Wc.real, np.stack(gW, axis=2)
        B = np.where(ex, -phi, (c['om'] * W).sum(axis=0))
        unit = c['v'] / np.maximum(c['t'], 1e-12)[..., None]
        coef = (W - B) / np.maximum(1, c['F']) * c['dchi'] / rs[ks][:, None]
        vec = np.einsum('n,knc->kc', xi, coef[..., None] * unit + c['om'][..., None] * gW)
        G[j] += vec.sum(axis=0); G[ks] -= vec
    return G / 2

g11, g29, g41, g59 = lebedev(11), lebedev(29), lebedev(41), lebedev(59)

# basis, single layer, one sphere
Y = solid(g29[0], 10)
assert np.abs((Y * g29[1]) @ Y.T - np.eye(121)).max() < 1e-11
sy = build(np.zeros((1, 3)), np.array([2.0]), 12, g59, 0.1)
pt = 0.4 * np.array([[0.36, 0.48, 0.8]])
layer = sy['Y'] @ (g59[1] / np.linalg.norm(pt - g59[0], axis=1))
assert np.abs(layer - sy['D'] * solid(pt, 12)[:, 0]).max() < 1e-10
e1 = 0.5 * solid(pt, 12)[:, 0] @ rhs(sy, 2 * pt, np.array([1.0]))
e1x = -0.5 * 2.0 / (4.0 - 0.8 ** 2)
assert abs(e1 - e1x) < 1e-9
print(f"one sphere R=2 a=0.8 bohr q=1 f=1 L=12: E={e1:.9f}, image {e1x:.9f} Ha")

# four spheres: external charge, forces, Gauss sum
xc = np.array([[0, 0, 0], [3.2, 0.3, -0.2], [1.4, 2.9, 0.4], [1.2, 1.0, 3.0]])
rc, qc = np.array([2.6, 2.2, 2.4, 2.0]), np.array([0.6, -0.4, 0.3, -0.2])
print("cluster centres (bohr):", xc.tolist())
print("cluster radii (bohr):", rc.tolist(), " charges (e):", qc.tolist())
src, ext = np.array([[-5.0, -4.0, -3.0]]), []
for L in (4, 8, 12):
    sy = build(xc, rc, L, g41, 0.1)
    X = np.linalg.solve(dense(sy), rhs(sy, src, np.array([1.0]))).reshape(4, -1)
    ext.append(np.abs(sqrt(4 * pi) * X[:, 0] + 1 / np.linalg.norm(xc - src, axis=1)).max())
assert ext[2] < 1e-5 and ext[2] < ext[0] / 30
print("unit charge at (-5,-4,-3): max|W+Phi| L=4,8,12:", *[f"{e:.1e}" for e in ext], "Ha/e")

def energy(xs, rs, q, L, grid):
    s_ = build(xs, rs, L, grid, 0.1)
    return 0.5 * psi(s_, q) @ np.linalg.solve(dense(s_), rhs(s_, xs, q))

sy = build(xc, rc, 6, g29, 0.1)
assert max(c['F'].max() for c in sy['loc']) > 1.5
Lm, g, P = dense(sy), rhs(sy, xc, qc), psi(sy, qc)
X, S = np.linalg.solve(Lm, g), np.linalg.solve(Lm.T, P)
G, Gfd, h = gradient(sy, X, S, qc), np.zeros((4, 3)), 1e-5
for i in range(4):
    for a in range(3):
        dx = np.zeros((4, 3)); dx[i, a] = h
        Gfd[i, a] = (energy(xc + dx, rc, qc, 6, g29) - energy(xc - dx, rc, qc, 6, g29)) / (2 * h)
gmax, err = np.abs(Gfd).max(), np.abs(G - Gfd).max()
bad1 = np.abs(gradient(sy, X, np.linalg.solve(Lm, P), qc) - Gfd).max()
bad2 = np.abs(gradient(sy, 0 * X, S, qc) - Gfd).max()
asc = sum(-(sy['w'] * (S.reshape(4, -1)[j] @ sy['Y']) * c['U']).sum() for j, c in enumerate(sy['loc']))
assert err < 1e-7 and bad1 > 0.01 * gmax and bad2 > 0.01 * gmax
assert abs(asc + qc.sum()) < 1e-10 and np.abs(G.sum(axis=0)).max() < 1e-12
print(f"cluster L=6, 302 pts, eta=0.1, f=1: E={0.5 * P @ X:.7f} Ha, max|dE/dx|={gmax:.6f} Ha/bohr")
print(f"gradient error: adjoint {err:.1e}, L for L^T {bad1:.1e}, no dL {bad2:.1e} Ha/bohr")
print(f"|L-L^T|/|L| = {np.linalg.norm(Lm - Lm.T) / np.linalg.norm(Lm):.3f}; apparent charge sum {asc:.8f} e")
print(f"residual torque of fixed grid = {np.linalg.norm(np.cross(xc, G).sum(axis=0)):.1e} Ha")

# exact two-ball reaction potentials by Kelvin inversion to a wedge
xg, wg = np.polynomial.legendre.leggauss(30)
ed = [0, 0.5, 1, 2, 4, 8, 16, 32, 64, 90]
uu = np.concatenate([(b - a) / 2 * xg + (a + b) / 2 for a, b in zip(ed, ed[1:])])
wu = np.concatenate([(b - a) / 2 * wg for a, b in zip(ed, ed[1:])])

def wedge(t1, t2, beta):
    K = lambda a, p: np.sinh(a * uu) / (2 * np.sinh(a * uu / 2) ** 2 + 2 * np.sin(a * p / 2) ** 2)
    a = pi / beta
    return wu @ ((K(a, t1 - t2) / beta - K(1, t1 - t2) / pi - K(a, t1 + t2) / beta) / (2 * np.sinh(uu / 2)))

for t1, t2 in ((0.6, 0.6), (0.5, 1.1)):
    inv = lambda p: 1 / (2 * abs(np.sin(p / 2)))
    assert abs(wedge(t1, t2, pi / 2) - (-inv(t1 + t2) - inv(t1 + t2 - pi) + inv(t1 - t2 - pi))) < 1e-8

def exact_H(r, d):
    h1 = (r[0] ** 2 + d * d - r[1] ** 2) / (2 * d)
    c = sqrt(r[0] ** 2 - h1 ** 2)
    ang = lambda z: 2 * np.arctan2(c, -z)
    a0 = ang(-h1 - r[0]); beta = ang(d - h1 + r[1]) - a0
    th = [ang(-h1) - a0, ang(d - h1) - a0]
    return np.array([[2 * c / (r[i] * r[k]) * wedge(th[i], th[k], beta) for k in (0, 1)] for i in (0, 1)]), beta, c

def legendre(x, L):
    p = np.ones((L + 1, len(x))); p[1] = x
    for l in range(2, L + 1):
        p[l] = ((2 * l - 1) * x * p[l - 1] - (l - 1) * p[l - 2]) / l
    return p * np.sqrt(np.arange(L + 1) + 0.5)[:, None]

def axial_H(r, d, L):
    # sharp weights, m = 0 only, Gauss rules on the exposed and buried caps separately
    x, w = np.polynomial.legendre.leggauss(L + 40)
    n = L + 1
    Mx, b = np.eye(2 * n), np.zeros((2 * n, 2))
    for j, k in ((0, 1), (1, 0)):
        m0 = (r[j] ** 2 + d * d - r[k] ** 2) / (2 * r[j] * d)
        dist = lambda mu: np.sqrt(r[j] ** 2 + d * d - 2 * r[j] * d * mu)
        mu = (1 - m0) / 2 * x + (1 + m0) / 2
        ext_k = legendre((d - r[j] * mu) / dist(mu), L) * (dist(mu) / r[k]) ** np.arange(n)[:, None]
        Mx[j * n:j * n + n, k * n:k * n + n] = -(legendre(mu, L) * w * (1 - m0) / 2) @ ext_k.T
        mu = (1 + m0) / 2 * x + (m0 - 1) / 2
        pw = legendre(mu, L) * w * (1 + m0) / 2
        b[j * n:j * n + n, j] = -pw.sum(axis=1) / r[j]
        b[j * n:j * n + n, k] = -pw @ (1 / dist(mu))
    return np.linalg.solve(Mx, b)[[0, n]] / sqrt(2)

r2, d, q2, eps = np.array([3.0, 2.5]), 3.5, np.array([0.5, -0.5]), 80.0
f = (eps - 1) / eps
Hx, beta, circ = exact_H(r2, d)
print(f"EXAMPLE r=3.0,2.5 bohr d={d} bohr q=+0.5,-0.5 e eps={eps} f={f:.4f}")
print(f"circle radius {circ:.5f} bohr, beta={np.degrees(beta):.3f} deg, 2pi/beta={2 * pi / beta:.3f}")
print(f"exact H11,H12,H22 = {Hx[0, 0]:.7f} {Hx[0, 1]:.7f} {Hx[1, 1]:.7f} Ha/e^2")
er = {}
for L in (10, 20, 40, 80, 160, 320):
    Ha = axial_H(r2, d, L); er[L] = abs(Ha[0, 0] / Hx[0, 0] - 1)
order = np.log(er[40] / er[320]) / np.log(8)
assert np.abs(Ha / Hx - 1).max() < 1e-3 and 0.9 < order < 3
print("sharp axial rel. error H11, L=10..320:", *[f"{e:.1e}" for e in er.values()])
print(f"observed order L=40->320: {order:.2f}")
en = lambda H: 0.5 * f * q2 @ H @ q2
Ex = en(Hx)
Fx = -(en(exact_H(r2, d + 1e-3)[0]) - en(exact_H(r2, d - 1e-3)[0])) / 2e-3
Fa = -(en(axial_H(r2, d + 1e-3, 320)) - en(axial_H(r2, d - 1e-3, 320))) / 2e-3
assert abs(Fa / Fx - 1) < 1e-2
x2 = np.array([[0, 0, 0], [0, 0, d]])
sy = build(x2, r2, 10, g59, 0.1)
Lm, g, P, nb = dense(sy), rhs(sy, x2, q2), psi(sy, q2), sy['nb']
X, itx = jacobi(sy['A'], sy['Dall'], g, 1e-10)
S, its = jacobi(sy['A'].T.tocsr(), sy['Dall'], P, 1e-10)
H3 = np.array([sqrt(4 * pi) * np.linalg.solve(Lm, rhs(sy, x2, e))[[0, nb]] for e in np.eye(2)]).T
E, F2 = 0.5 * f * P @ X, -f * gradient(sy, X, S, q2)[1, 2]
dz = np.array([[0, 0, 0], [0, 0, 1e-5]])
Ffd = -f * (energy(x2 + dz, r2, q2, 10, g59) - energy(x2 - dz, r2, q2, 10, g59)) / 2e-5
assert abs(P @ X - S @ g) < 1e-9 and abs(F2 - Ffd) < 1e-7
# tolerances against the exact cavity allow for the eta = 0.1 bias and L = 10 truncation
assert np.abs(H3 / Hx - 1).max() < 0.02 and abs(E / Ex - 1) < 0.01 and abs(F2 / Fx - 1) < 0.1
kcal = constants.physical_constants['Hartree energy'][0] * constants.N_A / (1000 * constants.calorie)
print(f"L=10, {len(g59[1])} points, eta=0.1, unknowns {2 * nb}, Jacobi its (1e-10) X:{itx} S:{its}")
print(f"H11,H12,H21,H22 = {H3[0, 0]:.6f} {H3[0, 1]:.6f} {H3[1, 0]:.6f} {H3[1, 1]:.6f} Ha/e^2")
for j, c in enumerate(sy['loc']):
    qa = -(sy['w'] * (S[j * nb:(j + 1) * nb] @ sy['Y']) * c['U']).sum()
    print(f"sphere {j + 1}: exposed {sy['w'] @ c['U'] / (4 * pi):.5f}, g00={g[j * nb]:.6f}, X00={X[j * nb]:.6f} Ha/e,"
          f" Psi00={P[j * nb]:.6f}, S00={S[j * nb]:.6f} e")
    print(f"sphere {j + 1}: W(centre)={sqrt(4 * pi) * X[j * nb]:.6f} Ha/e, apparent charge {qa:.6f} e")
print(f"E ddCOSMO {E:.7f} Ha = {E * kcal:.3f} kcal/mol; exact {Ex:.7f} Ha; rel. dev {E / Ex - 1:.1e}")
print(f"Fz on 2: adjoint {F2:.7f}, finite diff {Ffd:.7f} Ha/bohr")
print(f"Fz on 2: exact {Fx:.7f}, sharp axial L=320 {Fa:.7f} Ha/bohr; rel. dev adjoint {F2 / Fx - 1:.1e}")

# chains: local contraction bound, spectral radius, iterations, work per sphere
chain = lambda M: (np.outer(np.arange(M), [3.6, 0, 0]), np.full(M, 3.0))
sy = build(*chain(4), 14, g59, 0.1)
hb = np.array([sy['Y'] @ (sy['w'] * (1 - c['U'])) for c in sy['loc']])
theta = 0.0
for c in sy['loc']:
    val = np.array([hb[k] @ solid(c['v'][a], 14) for a, k in enumerate(c['ks'])])
    m = c['F'] > 0
    theta = max(theta, ((c['om'] * val).sum(axis=0)[m] / c['om'].sum(axis=0)[m]).max())
print(f"chain R=3.0 spacing 3.6 bohr q=+-0.5, L=6, 302 pts, tol 1e-8: theta={theta:.3f}")
work, itc = [], []
for M in (8, 16, 32, 64, 128):
    xs, rs = chain(M); q = 0.5 * (-1.0) ** np.arange(M)
    sy = build(xs, rs, 6, g29, 0.1); g = rhs(sy, xs, q)
    X, i1 = jacobi(sy['A'], sy['Dall'], g)
    S, i2 = jacobi(sy['A'].T.tocsr(), sy['Dall'], psi(sy, q))
    work.append((i1 + i2) * sy['A'].nnz / M); itc.append(i1)
    extra = ""
    if M <= 16:
        rho = np.abs(np.linalg.eigvals(sy['A'].toarray() / sy['Dall'][:, None])).max()
        assert rho < theta < 1
        assert np.abs(X - np.linalg.solve(dense(sy), g)).max() < 1e-7 * np.abs(X).max()
        extra = f", spectral radius {rho:.3f}"
    print(f"M={M}: blocks {sy['nblk']} of {M * M}, its X:{i1} S:{i2}, mult/sphere {work[-1]:.3g}{extra}")
assert max(itc) - min(itc) <= 2 and max(work[2:]) / min(work[2:]) < 1.15

# compact cubes with wholly buried interior balls
print("cube spacing 3.0, R=2.94 bohr, equal charges, L=3, 50 pts, tol 1e-8")
itq = {}
for n in (2, 3, 4, 5, 6):
    xs = 3.0 * np.array([[a, b, c] for a in range(n) for b in range(n) for c in range(n)], dtype=float)
    rs = np.full(n ** 3, 2.94)
    sy = build(xs, rs, 3, g11, 0.1)
    itq[n] = jacobi(sy['A'], sy['Dall'], rhs(sy, xs, np.full(n ** 3, 1.0 / n ** 3)))[1]
    buried = sum(c['U'].max() == 0 for c in sy['loc'])
    kmax = max(len(c['ks']) for c in sy['loc'])
    assert buried >= (n - 2) ** 3 and kmax <= (1 + 4 * 2.94 / 3.0) ** 3 - 1
    if n == 4:   # all-pairs search: no weight falls outside the neighbour list
        for j, c in enumerate(sy['loc']):
            ch = switch(np.linalg.norm(c['y'][None] - xs[:, None], axis=2) / 2.94, 0.1)[0]
            ch[j] = 0
            assert np.abs(ch.sum(axis=0) - c['F']).max() < 1e-12
    print(f"n={n} M={n ** 3}: max neighbours {kmax}, buried {buried}, blocks {sy['nblk']}, its {itq[n]}")
assert all(itq[n + 1] > itq[n] for n in (2, 3, 4, 5)) and itq[6] > 2 * itq[3]
print(f"packing bound on neighbours: {(1 + 4 * 2.94 / 3.0) ** 3 - 1:.0f}")
print("ALL CHECKS PASSED")
```

It prints:

```
one sphere R=2 a=0.8 bohr q=1 f=1 L=12: E=-0.297619048, image -0.297619048 Ha
cluster centres (bohr): [[0.0, 0.0, 0.0], [3.2, 0.3, -0.2], [1.4, 2.9, 0.4], [1.2, 1.0, 3.0]]
cluster radii (bohr): [2.6, 2.2, 2.4, 2.0]  charges (e): [0.6, -0.4, 0.3, -0.2]
unit charge at (-5,-4,-3): max|W+Phi| L=4,8,12: 7.6e-06 3.0e-08 2.9e-10 Ha/e
cluster L=6, 302 pts, eta=0.1, f=1: E=-0.0486149 Ha, max|dE/dx|=0.012063 Ha/bohr
gradient error: adjoint 2.7e-12, L for L^T 1.0e-02, no dL 6.9e-03 Ha/bohr
|L-L^T|/|L| = 0.427; apparent charge sum -0.30000000 e
residual torque of fixed grid = 1.1e-03 Ha
EXAMPLE r=3.0,2.5 bohr d=3.5 bohr q=+0.5,-0.5 e eps=80.0 f=0.9875
circle radius 2.09956 bohr, beta=258.463 deg, 2pi/beta=1.393
exact H11,H12,H22 = -0.3270377 -0.2446874 -0.3841526 Ha/e^2
sharp axial rel. error H11, L=10..320: 8.7e-04 3.7e-04 1.5e-04 5.8e-05 2.2e-05 8.6e-06
observed order L=40->320: 1.37
L=10, 1202 points, eta=0.1, unknowns 242, Jacobi its (1e-10) X:21 S:21
H11,H12,H21,H22 = -0.327293 -0.245082 -0.245170 -0.384748 Ha/e^2
sphere 1: exposed 0.87033, g00=-0.166993, X00=-0.011596 Ha/e, Psi00=1.772454, S00=0.115568 e
sphere 1: W(centre)=-0.041106 Ha/e, apparent charge -0.373525 e
sphere 2: exposed 0.79656, g00=0.245631, X00=0.019687 Ha/e, Psi00=-1.772454, S00=-0.130849 e
sphere 2: W(centre)=0.069789 Ha/e, apparent charge 0.373525 e
E ddCOSMO -0.0273771 Ha = -17.179 kcal/mol; exact -0.0273803 Ha; rel. dev -1.2e-04
Fz on 2: adjoint 0.0097413, finite diff 0.0097413 Ha/bohr
Fz on 2: exact 0.0097542, sharp axial L=320 0.0097542 Ha/bohr; rel. dev adjoint -1.3e-03
chain R=3.0 spacing 3.6 bohr q=+-0.5, L=6, 302 pts, tol 1e-8: theta=0.396
M=8: blocks 22 of 64, its X:19 S:19, mult/sphere 1.6e+05, spectral radius 0.347
M=16: blocks 46 of 256, its X:19 S:19, mult/sphere 1.71e+05, spectral radius 0.348
M=32: blocks 94 of 1024, its X:20 S:19, mult/sphere 1.81e+05
M=64: blocks 190 of 4096, its X:20 S:19, mult/sphere 1.84e+05
M=128: blocks 382 of 16384, its X:20 S:19, mult/sphere 1.86e+05
cube spacing 3.0, R=2.94 bohr, equal charges, L=3, 50 pts, tol 1e-8
n=2 M=8: max neighbours 7, buried 0, blocks 64, its 52
n=3 M=27: max neighbours 26, buried 1, blocks 343, its 100
n=4 M=64: max neighbours 26, buried 8, blocks 1000, its 157
n=5 M=125: max neighbours 26, buried 27, blocks 2197, its 226
n=6 M=216: max neighbours 26, buried 64, blocks 4096, its 305
packing bound on neighbours: 118
ALL CHECKS PASSED
```
